**Curvature test for an off-centring cation**

The program tests $K=K_0-K_v$, where $K$ is the energy curvature for a cation displacement, $K_0$ is its frozen-electron part and $K_v$ comes from mixing with states of opposite parity. For two interacting electrons in one dimension, it asserts that the sum over states agrees with finite differences of the ground-state energy. For a six-electron anion-cation-anion cluster, it asserts the orbital formula, the closed form of $K_v$ and the threshold $\lambda/\rho<2+8t_s^2/(xy-2t_s^2)$. Here $\lambda$ and $\rho$ are the decay lengths of hopping and repulsion, $t_s$ is the cation $s$ to anion hopping, and $x$ and $y$ are the energies of the empty odd level above the anion $p$ and cation $s$ energies. The output gives $K=-0.01017$ hartree/bohr$^2$ with the $s$ hopping and $+0.01170$ without it, at the same $K_0$. Further assertions cover the parity rules, the zero breathing force, the displaced minimum and the invariance of $K$ under a rotating basis. The cluster uses round model parameters and describes no particular material.

## Check in Python

```python
"""Second-order Jahn-Teller criterion for a cation at an inversion centre.

Result under test: for a cation displacement Q the energy curvature is
    K = K0 - Kv,   K0 = <0|H2|0>,   Kv = 2 sum_n |<n|H1|0>|^2 / (En - E0),
with H(Q) = H0 + Q H1 + Q^2 H2 / 2; the centred site is unstable if Kv > K0.
For doubly filled independent orbitals
    Kv = 4 sum_(occupied i, empty a) |<i|h1|a>|^2 / (ea - ei).
For the linear anion-cation-anion cluster below, instability requires
    lam/rho < 2 + 8 ts^2 / (x y - 2 ts^2),
x, y = empty odd level minus anion p energy, minus cation s energy;
ts, tp = cation s and p hopping to an anion p orbital; lam, rho = decay
lengths of hopping and of bond repulsion. Hartree atomic units throughout.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_ANGSTROM = physical_constants["Bohr radius"][0] * 1e10


def second_derivative(function, step=0.02):
    """Central second difference at zero with one Richardson step."""
    centre = function(0.0)

    def difference(h):
        return (function(h) - 2 * centre + function(-h)) / h**2

    return (4 * difference(step) - difference(2 * step)) / 3


# ---- Two interacting electrons in one dimension: the general formula ----
def soft(u):
    return 1 / np.sqrt(u**2 + 1)


def soft_first(u):
    return -u / (u**2 + 1)**1.5


def soft_second(u):
    return (2 * u**2 - 1) / (u**2 + 1)**2.5


grid = np.linspace(-7.5, 7.5, 31)
spacing = grid[1] - grid[0]
points = len(grid)
unit = np.eye(points)
charge_centre, charge_side, side_distance = 1.0, 0.5, 3.0
kinetic = (unit - 0.5 * np.eye(points, k=1)
           - 0.5 * np.eye(points, k=-1)) / spacing**2
electron_repulsion = soft(grid[:, None] - grid[None, :]).ravel()


def two_electron_hamiltonian(q):
    potential = (-charge_centre * soft(grid - q)
                 - charge_side * soft(grid - side_distance)
                 - charge_side * soft(grid + side_distance))
    one_body = kinetic + np.diag(potential)
    ions = charge_centre * charge_side * (
        soft(q - side_distance) + soft(q + side_distance))
    return (np.kron(one_body, unit) + np.kron(unit, one_body)
            + np.diag(electron_repulsion + ions))


def two_electron_energy(q):
    return eigh(two_electron_hamiltonian(q), eigvals_only=True,
                subset_by_index=[0, 0])[0]


state_energies, states = eigh(two_electron_hamiltonian(0.0))
ground = states[:, 0]
slope = charge_centre * soft_first(grid)
bend = -charge_centre * soft_second(grid)
H1_diagonal = (slope[:, None] + slope[None, :]).ravel()
H2_diagonal = (bend[:, None] + bend[None, :]).ravel()
H2_diagonal = H2_diagonal + (2 * charge_centre * charge_side
                             * soft_second(side_distance))
perturbed = H1_diagonal * ground
general_K0 = ground @ (H2_diagonal * ground)
general_Kv = 2 * np.sum((states[:, 1:].T @ perturbed)**2
                        / (state_energies[1:] - state_energies[0]))
general_numeric = second_derivative(two_electron_energy)


def invert(vector):
    return vector.reshape(points, points)[::-1, ::-1].ravel()


ground_parity = ground @ invert(ground)
assert abs(abs(ground_parity) - 1) < 1e-8
assert abs(ground @ perturbed) < 1e-8
assert np.allclose(invert(perturbed), -ground_parity * perturbed, atol=1e-8)
assert abs(general_K0 - general_Kv - general_numeric) < 1e-6

# ---- Linear anion-cation-anion cluster: orbitals s, p, left, right ----
Es, Ep, EX = -0.40, -0.10, -0.20
ts_model, tp = 0.07, 0.06
lam, rho_model = 2.5, 1.0
onsite = np.diag([Es, Ep, EX, EX])
parity = np.array([[1, 0, 0, 0], [0, -1, 0, 0],
                   [0, 0, 0, -1], [0, 0, -1, 0]], dtype=float)


def bond_matrices(ts):
    left, right = np.zeros((4, 4)), np.zeros((4, 4))
    left[0, 2] = left[2, 0] = -ts
    left[1, 2] = left[2, 1] = tp
    right[0, 3] = right[3, 0] = ts
    right[1, 3] = right[3, 1] = tp
    return left, right


def cluster_levels(stretch_left, stretch_right, ts):
    left, right = bond_matrices(ts)
    h = (onsite + left * np.exp(-stretch_left / lam)
         + right * np.exp(-stretch_right / lam))
    return np.linalg.eigvalsh(h)


W = 8 * tp**2 / np.sqrt((Ep - EX)**2 + 8 * tp**2)


def cluster_energy(stretch_left, stretch_right, ts, rho):
    B = rho * W / (2 * lam)
    repulsion = B * (np.exp(-stretch_left / rho)
                     + np.exp(-stretch_right / rho))
    return 2 * cluster_levels(stretch_left, stretch_right,
                              ts)[:3].sum() + repulsion


def numeric_curvature(ts, rho):
    return second_derivative(lambda q: cluster_energy(q, -q, ts, rho))


def orbital_parts(h0, h1, h2, repulsion_curvature):
    """K0 and the table of occupied-to-empty contributions to Kv."""
    levels, orbitals = np.linalg.eigh(h0)
    occupied, empty = orbitals[:, :3], orbitals[:, 3:]
    K0 = repulsion_curvature + 2 * np.trace(occupied.T @ h2 @ occupied)
    coupling = occupied.T @ h1 @ empty
    gaps = levels[None, 3:] - levels[:3, None]
    return K0, 4 * coupling**2 / gaps, coupling, levels, orbitals


def derivative_matrices(ts):
    left, right = bond_matrices(ts)
    return onsite + left + right, (right - left) / lam, (right + left) / lam**2


empty_odd = (Ep + EX) / 2 + np.sqrt((Ep - EX)**2 / 4 + 2 * tp**2)
x, y = empty_odd - EX, empty_odd - Es
B_model = rho_model * W / (2 * lam)
repulsion_curvature = 2 * B_model / rho_model**2
results = {}
for ts in (0.0, ts_model):
    parts = orbital_parts(*derivative_matrices(ts), repulsion_curvature)
    K0, Kv = parts[0], parts[1].sum()
    numeric = numeric_curvature(ts, rho_model)
    assert abs(K0 - Kv - numeric) < 1e-7
    assert abs(K0 - W / lam**2 * (lam / rho_model - 1)) < 1e-10
    closed_Kv = W / lam**2 * (x * y + 6 * ts**2) / (x * y - 2 * ts**2)
    assert abs(Kv - closed_Kv) < 1e-10
    # The chosen bond length is a stable point of the breathing motion.
    h = 1e-4
    force = (cluster_energy(h, h, ts, rho_model)
             - cluster_energy(-h, -h, ts, rho_model)) / (2 * h)
    breathing = second_derivative(
        lambda d: cluster_energy(d, d, ts, rho_model))
    assert abs(force) < 1e-8 and breathing > 0
    # Threshold from the energy itself against the closed criterion.
    critical = brentq(lambda r: numeric_curvature(ts, lam / r), 1.3, 8.0)
    closed_critical = 2 + 8 * ts**2 / (x * y - 2 * ts**2)
    assert abs(critical - closed_critical) < 1e-4
    results[ts] = (K0, Kv, numeric, critical, breathing, parts)

K0, Kv, K, critical, breathing, parts = results[ts_model]
_, pair_terms, coupling, levels, orbitals = parts
K0_no_s, Kv_no_s, K_no_s, critical_no_s, _, parts_no_s = results[0.0]
orbital_parity = np.diag(orbitals.T @ parity @ orbitals)
assert np.allclose(np.abs(orbital_parity), 1, atol=1e-10)
assert orbital_parity[2] > 0 > orbital_parity[3]
assert abs(pair_terms[1, 0]) < 1e-12      # same parity: no mixing
assert K < 0 < K_no_s
assert pair_terms[2, 0] > K0              # frontier pair alone suffices

# A basis whose cation s and p orbitals rotate with Q: K stays, K0 moves.
rotation_rate = 0.1
A = np.zeros((4, 4))
A[1, 0], A[0, 1] = rotation_rate, -rotation_rate


def commutator(a, b):
    return a @ b - b @ a


h0, h1, h2 = derivative_matrices(ts_model)
h1_rotated = h1 + commutator(h0, A)
h2_rotated = (h2 + 2 * commutator(h1, A)
              + commutator(commutator(h0, A), A))
rotated = orbital_parts(h0, h1_rotated, h2_rotated, repulsion_curvature)
K0_rotated, Kv_rotated = rotated[0], rotated[1].sum()
assert abs(K0_rotated - Kv_rotated - K) < 1e-7
assert abs(K0_rotated - K0) > 1e-4

# ---- Displaced minimum, and its absence without s-anion hopping ----
scan = np.linspace(0, 5, 501)
profile = np.array([cluster_energy(q, -q, ts_model, rho_model) for q in scan])
profile_no_s = np.array([cluster_energy(q, -q, 0.0, rho_model) for q in scan])
lowest = int(np.argmin(profile))
assert 0 < lowest < len(scan) - 1
assert np.argmin(profile_no_s) == 0
found = minimize_scalar(lambda q: cluster_energy(q, -q, ts_model, rho_model),
                        bounds=(scan[lowest - 1], scan[lowest + 1]),
                        method="bounded", options={"xatol": 1e-9})
Q_min, depth = found.x, profile[0] - found.fun
levels_min = cluster_levels(Q_min, -Q_min, ts_model)
gap_centre, gap_min = levels[3] - levels[2], levels_min[3] - levels_min[2]
assert depth > 0 and gap_min > gap_centre

curvature_unit = "hartree/bohr^2"
to_eV_A2 = HARTREE_EV / BOHR_ANGSTROM**2
print("Two interacting electrons, one-dimensional three-centre potential")
print(f"charges, centre and each side: {charge_centre}, {charge_side} e")
print(f"side-centre distance: {side_distance} bohr")
print(f"grid spacing: {spacing:.2f} bohr, points per electron: {points}")
print(f"K0: {general_K0:.6f} {curvature_unit}")
print(f"Kv, sum over states: {general_Kv:.6f} {curvature_unit}")
print(f"K0 - Kv: {general_K0 - general_Kv:.6f} {curvature_unit}")
print(f"K, finite differences: {general_numeric:.6f} {curvature_unit}")
print("Cluster inputs")
print(f"Es, EX, Ep: {Es:.2f}, {EX:.2f}, {Ep:.2f} hartree")
print(f"ts, tp: {ts_model:.2f}, {tp:.2f} hartree")
print(f"lam, rho: {lam:.1f}, {rho_model:.1f} bohr")
print("Cluster at the centred geometry")
for number, (level, sign) in enumerate(zip(levels, orbital_parity), 1):
    print(f"level {number}: {level:.5f} hartree, parity {sign:+.0f}")
print(f"W: {W:.5f} hartree")
print(f"B: {B_model:.5f} hartree")
print(f"x, y: {x:.5f}, {y:.5f} hartree")
print(f"s weight in highest filled level: {orbitals[0, 2]**2:.4f}")
print(f"frontier gap: {gap_centre:.5f} hartree")
print(f"frontier coupling |F|: {abs(coupling[2, 0]):.5f} hartree/bohr")
print(f"Kv from frontier pair: {pair_terms[2, 0]:.5f} {curvature_unit}")
print(f"Kv from lowest level: {pair_terms[0, 0]:.5f} {curvature_unit}")
print(f"K0: {K0:.5f} {curvature_unit}")
print(f"Kv: {Kv:.5f} {curvature_unit}")
print(f"K, finite differences: {K:.5f} {curvature_unit}")
print(f"K converted: {K * to_eV_A2:.3f} eV/angstrom^2")
print(f"breathing curvature: {breathing:.5f} {curvature_unit}")
print(f"lam/rho: {lam / rho_model:.3f}, critical value: {critical:.4f}")
print("Same cluster with ts = 0")
print(f"frontier gap: {parts_no_s[3][3] - parts_no_s[3][2]:.5f} hartree")
print(f"frontier |F|: {abs(parts_no_s[2][2, 0]):.5f} hartree/bohr")
print(f"K0: {K0_no_s:.5f} {curvature_unit}")
print(f"Kv: {Kv_no_s:.5f} {curvature_unit}")
print(f"K, finite differences: {K_no_s:.5f} {curvature_unit}")
print(f"critical lam/rho: {critical_no_s:.4f}")
print("Basis rotating with the displacement, ts restored")
print(f"rotation rate: {rotation_rate:.2f} rad/bohr")
print(f"K0: {K0_rotated:.5f} {curvature_unit}")
print(f"Kv: {Kv_rotated:.5f} {curvature_unit}")
print(f"K0 - Kv: {K0_rotated - Kv_rotated:.5f} {curvature_unit}")
print("Displaced minimum")
print(f"displacement: {Q_min:.4f} bohr = {Q_min * BOHR_ANGSTROM:.4f} angstrom")
print(f"well depth: {depth:.6f} hartree = {depth * HARTREE_EV:.4f} eV")
print(f"frontier gap at minimum: {gap_min:.5f} hartree")
print("every check passed")
```

Printed output:

```
Two interacting electrons, one-dimensional three-centre potential
charges, centre and each side: 1.0, 0.5 e
side-centre distance: 3.0 bohr
grid spacing: 0.50 bohr, points per electron: 31
K0: 0.210373 hartree/bohr^2
Kv, sum over states: 0.209731 hartree/bohr^2
K0 - Kv: 0.000642 hartree/bohr^2
K, finite differences: 0.000642 hartree/bohr^2
Cluster inputs
Es, EX, Ep: -0.40, -0.20, -0.10 hartree
ts, tp: 0.07, 0.06 hartree
lam, rho: 2.5, 1.0 bohr
Cluster at the centred geometry
level 1: -0.44071 hartree, parity +1
level 2: -0.24849 hartree, parity -1
level 3: -0.15929 hartree, parity +1
level 4: -0.05151 hartree, parity -1
W: 0.14621 hartree
B: 0.02924 hartree
x, y: 0.14849, 0.34849 hartree
s weight in highest filled level: 0.1447
frontier gap: 0.10778 hartree
frontier coupling |F|: 0.03473 hartree/bohr
Kv from frontier pair: 0.04476 hartree/bohr^2
Kv from lowest level: 0.00050 hartree/bohr^2
K0: 0.03509 hartree/bohr^2
Kv: 0.04526 hartree/bohr^2
K, finite differences: -0.01017 hartree/bohr^2
K converted: -0.988 eV/angstrom^2
breathing curvature: 0.02906 hartree/bohr^2
lam/rho: 2.500, critical value: 2.9345
Same cluster with ts = 0
frontier gap: 0.14849 hartree
frontier |F|: 0.02947 hartree/bohr
K0: 0.03509 hartree/bohr^2
Kv: 0.02339 hartree/bohr^2
K, finite differences: 0.01170 hartree/bohr^2
critical lam/rho: 2.0000
Basis rotating with the displacement, ts restored
rotation rate: 0.10 rad/bohr
K0: 0.05924 hartree/bohr^2
Kv: 0.06941 hartree/bohr^2
K0 - Kv: -0.01017 hartree/bohr^2
Displaced minimum
displacement: 0.9066 bohr = 0.4798 angstrom
well depth: 0.002059 hartree = 0.0560 eV
frontier gap at minimum: 0.12579 hartree
every check passed
```
